# Choosing the surface term in Ewald sums for magnetic dipole energies

Suppose a calculation has supplied local magnetic moments, and the dipole–dipole energy must be added before two magnetic orders are compared. The setting to decide is the surface term: none, a sphere, or some other sample shape. For moments on an fcc lattice, when the dipolar energy dominates the difference between the two orders, this choice decides the answer. With the spherical term the uniform ferromagnet has zero dipolar energy and lies above an antiferromagnetic order. Without a demagnetizing field it lies below that order.

For comparing bulk orders, **omit the demagnetizing contribution**. For the energy of a uniformly magnetized specimen, use that specimen's demagnetizing tensor. The derivation below shows why these are different questions, and what the remaining settings control.

## What is being summed

Take identical point dipoles of magnitude $m$ on a cubic Bravais lattice with cube edge $a$. Point dipoles are a good model when each moment's density is compact compared with the spacing. Exchange is left out. Lengths are in units of $a$, wavevectors in $1/a$, and the energy per dipole $u$ is in units of $\mu_0m^2/(4\pi a^3)$. The primitive cell volume $v$ is $1$ for simple cubic (sc), $1/2$ for bcc and $1/4$ for fcc.

With unit vectors $\mathbf m_i$ for the moments, the energy is

$$E=\frac12\sum_{i\ne j}\mathbf m_i\cdot T(\mathbf R_i-\mathbf R_j)\cdot\mathbf m_j,\qquad T_{ab}=-\partial_a\partial_b\frac1r=\frac{\delta_{ab}}{r^3}-\frac{3r_ar_b}{r^5}.$$

The factor $1/2$ corrects for counting each pair twice. For a periodic pattern $\mathbf m_i=\sum_{\mathbf q}\mathbf m_{\mathbf q}e^{i\mathbf q\cdot\mathbf R_i}$, the double sum separates by wavevector:

$$u=\frac12\sum_{\mathbf q}\mathbf m_{\mathbf q}^*\cdot A(\mathbf q)\cdot\mathbf m_{\mathbf q},\qquad A(\mathbf q)=\sum_{\mathbf R\ne0}T(\mathbf R)\cos(\mathbf q\cdot\mathbf R).$$

The cosine suffices because $T$ is even. A single mode of unit moments along an eigenvector of $A$ with eigenvalue $\lambda$ has $u=\lambda/2$.

Since $T$ falls as $r^{-3}$ while the number of sites in a shell grows as $r^2$, the sum does not converge absolutely. At $\mathbf q=0$ its value depends on the outer boundary, and that is the origin of the surface setting.

## The splitting parameter

Write $1/r=\operatorname{erfc}(\alpha r)/r+\operatorname{erf}(\alpha r)/r$ and apply $-\partial_a\partial_b$ to both parts. For a radial function $f$,

$$-\partial_a\partial_bf=\delta_{ab}B-r_ar_bC,\qquad B=-\frac{f'}r,\quad C=-\frac{B'}r.$$

For $f=\operatorname{erfc}(\alpha r)/r$, differentiation gives the short-range tensor $T^S_{ab}=\delta_{ab}B-r_ar_bC$ with

$$B=\frac{\operatorname{erfc}(\alpha r)}{r^3}+\frac{2\alpha}{\sqrt\pi}\frac{e^{-\alpha^2r^2}}{r^2},$$

$$C=\frac{3\operatorname{erfc}(\alpha r)}{r^5}+\frac{2\alpha}{\sqrt\pi}e^{-\alpha^2r^2}\left(\frac{2\alpha^2}{r^2}+\frac3{r^4}\right).$$

The other part, $T^L=-\partial_a\partial_b\phi$ with $\phi=\operatorname{erf}(\alpha r)/r$, is smooth at the origin. It can be summed over all sites if the $\mathbf R=0$ term is then subtracted. From $\operatorname{erf}x=(2/\sqrt\pi)(x-x^3/3+\dots)$,

$$\phi=\frac{2\alpha}{\sqrt\pi}\left(1-\frac{\alpha^2r^2}3+\dots\right),\qquad T^L_{ab}(0)=\frac{4\alpha^3}{3\sqrt\pi}\delta_{ab}.$$

For the Fourier transform, use $\nabla^2\phi=r^{-1}(r\phi)''$:

$$\nabla^2\phi=\frac1r\frac{d^2}{dr^2}\operatorname{erf}(\alpha r)=-4\pi\,\frac{\alpha^3}{\pi^{3/2}}e^{-\alpha^2r^2}.$$

The normalized Gaussian on the right has transform $e^{-k^2/4\alpha^2}$, and $\nabla^2$ becomes $-k^2$. Hence $\hat\phi=4\pi e^{-k^2/4\alpha^2}/k^2$. Each derivative brings a factor $ik$, so $-\partial_a\partial_b$ becomes $+k_ak_b$:

$$\hat T^L_{ab}(\mathbf k)=4\pi\frac{k_ak_b}{k^2}e^{-k^2/4\alpha^2}.$$

Poisson summation turns a sum over sites into $1/v$ times a sum over reciprocal vectors $\mathbf G$. With $\mathbf k=\mathbf G+\mathbf q$ and $\mathbf q$ not a reciprocal vector,

$$A_{ab}(\mathbf q)=\sum_{\mathbf R\ne0}T^S_{ab}(\mathbf R)\cos(\mathbf q\cdot\mathbf R)+\frac{4\pi}v\sum_{\mathbf G}\frac{k_ak_b}{k^2}e^{-k^2/4\alpha^2}-\frac{4\alpha^3}{3\sqrt\pi}\delta_{ab}.$$

The conditionally convergent sum is read here as the limit of a sum with a wide, smooth window. In reciprocal space the window averages $\hat T^L$ over a small neighbourhood of each $\mathbf k$. Where $\hat T^L$ is continuous, the limit does not depend on the window. At $\mathbf k=0$ the factor $k_ak_b/k^2$ depends on the direction of approach, so $\mathbf q=0$ needs separate treatment.

The parameter $\alpha$ moves work between the two sums and leaves the result unchanged. Apart from algebraic factors, the terms dropped at cutoffs $r_c$ and $k_c$ are of order $e^{-\alpha^2r_c^2}$ and $e^{-k_c^2/4\alpha^2}$. For equal exponents $s^2$, take $r_c=s/\alpha$ and $k_c=2\alpha s$. With $\alpha=2$ and $s=6$, this gives $r_c=3$, $k_c=24$ and exponentials near $2\times10^{-16}$.

## The surface term

Now let $\mathbf q=0$ in an ellipsoid $\Omega$ of linear size $L$. Place the origin at a site whose distance $d$ from the surface is at least $\sqrt L$. The sites closer to the surface are a fraction of order $L^{-1/2}$ of the total. The field at any site is bounded by a sum of $R^{-3}$ out to distances of order $L$, which grows as $\ln L$. Their share of the energy per dipole is therefore at most of order $L^{-1/2}\ln L$ and vanishes.

From $T^L$ at each site, subtract its average over the surrounding inversion-symmetric cell:

$$g(\mathbf R)=T^L(\mathbf R)-\frac1v\int_{\rm cell}T^L(\mathbf R+\mathbf x)\,d^3x.$$

The linear Taylor term cancels by inversion. The next term contains second derivatives of $T^L$, so $g$ falls at least as fast as $R^{-5}$ and its sum converges absolutely, with no shape dependence. Its transform is

$$\hat g(\mathbf k)=\hat T^L(\mathbf k)[1-S(\mathbf k)],\qquad S(\mathbf k)=\frac1v\int_{\rm cell}e^{i\mathbf k\cdot\mathbf x}d^3x.$$

At $\mathbf G\ne0$, $S=0$, because a lattice-periodic wave averages to zero over a cell. Near $\mathbf k=0$, $1-S$ is of order $k^2$ while $\hat T^L$ is bounded, so $\hat g(0)=0$. The sum of $g$ therefore equals the $\mathbf G\ne0$ part of the reciprocal sum.

The subtracted averages must be restored. They add up to $1/v$ times the integral of $T^L$ over the union of cells. This region differs from $\Omega$ by a surface layer about one cell thick, where $T^L$ is of order $r^{-3}$. The difference is of order $\oint dS/r^3$. For a flat surface at distance $d$ this integral is $2\pi/d$, so the difference vanishes as $1/d$, and as $1/L$ for a site deep inside. By the divergence theorem, with outward normal $\mathbf n$,

$$\int_\Omega T^L_{ab}\,d^3r=-\oint n_a\partial_b\phi\,dS\;\to\;\oint\frac{n_ar_b}{r^3}dS\equiv4\pi N_{ab}.$$

At the distant surface $\phi\to1/r$, whose derivative is $-r_b/r^3$; this removes the minus sign. At $\mathbf q=0$ the $\mathbf G=0$ term is thus replaced by

$$\frac{4\pi}vN_{ab}.$$

This $N$ is the demagnetizing tensor. A uniform magnetization $\mathbf M$ has surface charge $\mathbf n\cdot\mathbf M$, whose field at the origin is $H_b=-N_{ab}M_a$.

For an ellipsoid, $N$ is the same at every interior point $\mathbf p$. Let a ray from $\mathbf p$ along the unit vector $\mathbf e$ reach the surface at distance $s_+$, and the opposite ray at $s_-$. Since $dS\,(\mathbf n\cdot\mathbf e)=r^2d\Omega_e$, where $d\Omega_e$ is the solid angle, the integrand is $n_ae_b/(\mathbf n\cdot\mathbf e)$. With semi-axes $c_i$, the normal is proportional to $(p_i+s_+e_i)/c_i^2$. Define $Q=\sum_ie_i^2/c_i^2$ and $b=\sum_ip_ie_i/c_i^2$. The surface equation is

$$Qs^2+2bs+\sum_i\frac{p_i^2}{c_i^2}-1=0.$$

Let $D$ be $b^2$ minus $Q$ times the constant term. The roots give $Qs_++b=Qs_--b=\sqrt D$, so both rays have the denominator $\sqrt D$. In the sum of their numerators $p_a$ cancels, leaving $(s_++s_-)e_ae_b/c_a^2=2\sqrt D\,e_ae_b/(Qc_a^2)$. The pair contributes $2e_ae_b/(Qc_a^2)$, which is independent of $\mathbf p$. Averaging over directions gives

$$N_{ab}=\frac1{4\pi}\int\frac{e_ae_b/c_a^2}{\sum_ie_i^2/c_i^2}\,d\Omega_e,\qquad \operatorname{Tr}N=1.$$

For a spheroid with polar-to-equatorial ratio $\kappa$ and $\mu=e_z$,

$$N_z=\int_0^1\frac{\mu^2\,d\mu}{\mu^2+\kappa^2(1-\mu^2)}.$$

The limits are $0$ for a needle along $z$, $1/3$ for a sphere and $1$ for a thin plate normal to $z$. For $\kappa=3$ the formula gives $0.1087$; direct sums at central and off-centre sites give $0.1075$ to $0.1089$.

## What the setting changes

In a cubic lattice everything in $A(0)$ except the surface term has cubic symmetry, so it is a constant $c$ times $\delta_{ab}$. Because $\operatorname{Tr}T=0$ for every pair, $0=4\pi/v+3c$. Hence

$$A_{ab}(0)=\frac{4\pi}v\left(N_{ab}-\frac{\delta_{ab}}3\right),\qquad u=\frac{2\pi}v\left(\mathbf m\cdot N\cdot\mathbf m-\frac13\right).$$

For fcc, $2\pi/v=8\pi$. The uniform state has $u=-8\pi/3=-8.378$ in a needle magnetized along its axis, $0$ in a sphere and $16\pi/3=16.755$ in a plate magnetized along its normal.

In a magnetic cell with several moments, only the average unit moment $\bar{\mathbf m}$ belongs to $\mathbf q=0$. The surface contribution per dipole is $(2\pi/v)\,\bar{\mathbf m}\cdot N\cdot\bar{\mathbf m}$. It vanishes for a compensated antiferromagnet, so a spherical setting raises the ferromagnet and leaves its competitor alone.

Omitting the term means setting $N=0$. No single body has this tensor, since its trace must be $1$. The setting describes zero demagnetizing field: for each direction of $\mathbf m$, it gives the energy of a needle along that direction.

## Why the field-free value is the bulk value

A lower bound covers every sample shape. Take any finite set of dipoles cut from the lattice, set the moments on all other sites to zero, and define $\mathbf m(\mathbf q)=\sum_i\mathbf m_ie^{-i\mathbf q\cdot\mathbf R_i}$. Since $T^2$ falls as $r^{-6}$, $T$ is square-summable and $A(\mathbf q)$ is its Fourier series in the mean-square sense. Parseval's theorem gives

$$E=\frac12\int_{\rm BZ}\frac{v\,d^3q}{(2\pi)^3}\,\mathbf m^*(\mathbf q)\cdot A(\mathbf q)\cdot\mathbf m(\mathbf q)\ge\frac{\lambda_{\min}}2\sum_i|\mathbf m_i|^2,$$

where $\lambda_{\min}$ is the infimum over the Brillouin zone of the lowest eigenvalue. The point $\mathbf q=0$ has no weight in the integral, so no surface setting enters.

As $\mathbf q\to0$, the $\mathbf G=0$ term tends to $(4\pi/v)\hat q_a\hat q_b$, and the rest tends to $-(4\pi/3v)\delta_{ab}$. Moments transverse to $\mathbf q$ have $\lambda\to-4\pi/(3v)$, the needle value. It remains to ask whether another wavevector does better. This was settled numerically, on a mesh of spacing $2\pi/20$ and by curvatures near $\mathbf q=0$, not by a proof for every $\mathbf q$.

**fcc and bcc.** The lowest mesh values are $-8.372$ and $-4.184$, just above the needle values $-8.378$ and $-4.189$. The mesh omits $\mathbf q=0$, so it can only approach them. The least value of $[\lambda(\mathbf q)+4\pi/(3v)]/q^2$ over the sampled directions is positive: $0.053$ for fcc and $0.050$ for bcc. Within this search the infimum is the ferromagnetic limit.

**Simple cubic.** The corresponding least curvature is $-0.165$. For $\mathbf q$ along a cube axis both transverse modes have this curvature, so they can be combined into a long-wavelength helix of unit moments, which lies below the uniform needle state. The mesh minimum is at $\mathbf q=(\pi,\pi,0)$ and its equivalents, with moments along $z$ for this wavevector. Each column along $z$ is ferromagnetic and its nearest columns are reversed. This columnar state has $u=-2.677$, against $-2.094$ for the needle ferromagnet.

The columnar state is not unique. By cubic symmetry, $(0,\pi,\pi)$ with moments along $x$ and $(\pi,0,\pi)$ with moments along $y$ have the same eigenvalue. At integer coordinates $(x,y,z)$, form

$$\mathbf m=\bigl(\alpha_1(-1)^{y+z},\ \alpha_2(-1)^{x+z},\ \alpha_3(-1)^{x+y}\bigr),\qquad \sum_i\alpha_i^2=1.$$

Every site has a unit moment. The three wavevectors differ, so there are no cross terms, and $u=\frac12\lambda_{\min}\sum_i\alpha_i^2=\lambda_{\min}/2$. The columnar state is the member with one nonzero $\alpha_i$. A calculation that returns a noncollinear member has found the same dipolar energy.

## A physical reason for the difference

Divide each lattice into chains of unit period along $z$, magnetized along $z$. Within a chain each pair has $T_{zz}=(1-3)/n^3$, so the chain contributes $-4\zeta(3)$ to $A_{zz}$, or $u=-2\zeta(3)=-2.404$.

For a neighbouring chain at distance $\rho$, shifted by $\delta$ along $z$, apply Poisson summation to $1/r$ along the chain. The transform of $1/\sqrt{\rho^2+z^2}$ at wavenumber $2\pi l$ is $2K_0(2\pi l\rho)$, where $K_0$ is a modified Bessel function. Combining $\pm l$ gives $4K_0(2\pi l\rho)\cos(2\pi l\delta)$. The divergent $l=0$ part does not depend on $z$ and is removed by $-\partial_z^2$. Thus

$$\sum_nT_{zz}=16\pi^2\sum_{l\ge1}l^2K_0(2\pi l\rho)\cos(2\pi l\delta).$$

In sc the four nearest chains are unshifted and each contributes $+0.146$ when parallel, so reversing them lowers the energy. In bcc and fcc the four nearest chains are shifted by half a period and contribute $-1.041$ and $-4.124$ each, favouring parallel order.

For columnar sc, the chain and its nearest neighbours give $u\approx-2.404-\frac12(4)(0.1455)=-2.695$, close to the full $-2.677$. For fcc the same truncation gives $-2.404-\frac12(4)(4.124)=-10.65$, well below the full $-8.378$. Farther chains matter there: the nearest-chain argument explains the preferred sign, while the zone search supports the ground state.

## When the sample is not a needle

A uniformly magnetized fcc sphere has $u=0$, but it need not stay uniform. Consider stripes of $P$ (100) planes, alternately magnetized along $\pm z$. A uniformly magnetized infinite plane with in-plane moments has no average magnetic charge. Its field comes from in-plane reciprocal vectors $g\ne0$ and decays as $e^{-gd}$ with distance $d$. Thick stripes therefore have a fixed energy per wall, and the excess per dipole varies as $1/P$. For fcc the excess times $P$ settles at $3.92$; at $P=16$, $u=-8.133$.

In a finite body the stripe ends also carry charge. Their fields extend to a depth comparable with the stripe width $W$, costing an energy fraction of order $W/L$, while walls cost order $1/W$. Choosing $W\propto\sqrt L$ makes both vanish as $L^{-1/2}$. By this scaling estimate, large fcc samples of other shapes can approach the needle energy per dipole. The lower bound, with the infimum found by the zone search, prevents them from going below it.

The lowering by stripes is already visible in a small sphere of $2123$ fcc dipoles, although one size cannot show the approach to the needle value. With one stripe placed as nearly as possible at the centre, stripes of 2, 4 and 6 planes have $u=-5.58$, $-5.78$ and $-5.24$, against $0$ for the uniform state. The values depend on where the walls sit: shifting them gives $-5.76$ for 4 planes and as low as $-5.40$ for 6 planes. These are trial states, not the sphere's ground state.

## The choice in numbers

Take model parameters $m=5\,\mu_B$ and $a=0.5$ nm. The energy unit divided by $k_B$ is $124.59$ mK. For fcc, compare the uniform state with the antiferromagnetic order at $(\pi,\pi,\pi)$, with moments along an eigenvector of the lowest eigenvalue of $A$, which has $u=-7.2303$:

- Antiferromagnet, any surface setting: $-7.2303\times124.59=-901$ mK.
- Ferromagnet, no demagnetizing field: $-8.3776\times124.59=-1044$ mK.
- Ferromagnet, spherical term: $0$ mK.

The field-free comparison favours the ferromagnet by $143$ mK per dipole. The spherical setting reverses the order and puts the ferromagnet $901$ mK above. Both energies are correct for the states they describe, but the second comparison sets a single-domain sphere against a bulk antiferromagnet.

With the field-free setting, the ground-state energies are $-333.5$ mK for columnar sc, $-521.9$ mK for ferromagnetic bcc and $-1043.8$ mK for ferromagnetic fcc.

## Guidance for a calculation

1. To compare bulk orders, set $N=0$ for all of them. If exchange or anisotropy is significant, add it before deciding the ground state; the rankings above are purely dipolar.
2. To study the shape anisotropy of a single-domain specimen, use its own $N$. A nonellipsoidal body has a nonuniform field, so one tensor does not describe every site.
3. If a program sums dipoles directly inside a growing sphere, it has chosen $N_{ab}=\delta_{ab}/3$. To obtain the field-free energy of a uniform state, subtract $2\pi/(3v)$ per dipole.
4. For a modulation with $\mathbf q\ne0$ and no net moment, add no surface term. The $\mathbf G=0$ term already contains the field of its magnetic charges.
5. Check the cutoffs by changing $\alpha$. This cannot reveal an unsuitable surface setting, because $4\pi N/v$ does not contain $\alpha$. Check that setting by evaluating a uniform cubic ferromagnet: $u=-2\pi/(3v)$ for every direction of $\mathbf m$ means no demagnetizing field, and $u=0$ for every direction of $\mathbf m$ means the spherical tensor $N_{ab}=\delta_{ab}/3$.

The numerical check compares the Ewald formula with direct sums and the lower bound with finite clusters.

## Computed values

```
Ewald minus direct sum, largest element, q a = (1.9, 2.6, 0.8)
  sc: 9.8e-05
  bcc: 2.3e-04
  fcc: 4.4e-04
Demagnetizing factor N_z: formula; direct sc, bcc, fcc
  prolate 3:1, centre: 0.1087; 0.1075, 0.1081, 0.1084
  prolate 3:1, off-centre: 0.1087; 0.1089, 0.1088, 0.1087
  oblate 1:3, centre: 0.6354; 0.6402, 0.6367, 0.6367
Ferromagnetic u: needle, sphere, thin plate normal to m
  sc: -2.0944, 0.0000, 4.1888
  bcc: -4.1888, 0.0000, 8.3776
  fcc: -8.3776, 0.0000, 16.7552
Zone search: lowest u on mesh; least curvature of lambda at q=0 (a^2)
  sc: -2.6768; -0.1648
  bcc: -4.1839; 0.0497
  fcc: -8.3723; 0.0529
sc least curvature of lambda at (pi,pi,0) (a^2): 0.1270
sc mixed state m0=(1,2,2)/3, direct u: -2.6767
Competing orders, u of lowest mode
  sc (pi,0,0): -2.4219
  bcc (pi,pi,0): -3.9718
  fcc (2pi,0,0): -4.3339
  fcc (pi,pi,pi): -7.2303
Finite open cluster: number of dipoles, lowest eigenvalue / 2
  sc: 343, -2.5489
  bcc: 250, -3.9446
  fcc: 500, -8.0716
Single chain, u: -2.4041
Nearest chains: distance (a), shift (a), contribution to A_zz
  sc: 1.0000, 0.0, 0.1455
  bcc: 0.7071, 0.5, -1.0411
  fcc: 0.5000, 0.5, -4.1242
Bulk stripes of P planes, u: P, bcc, fcc
  1: 0.0000, -4.3339
  2: -2.4219, -6.4197
  4: -3.2997, -7.3983
  8: -3.7442, -7.8879
  16: -3.9665, -8.1328
  bcc excess times P: 3.5565
  fcc excess times P: 3.9171
fcc sphere, radius 5 a, dipoles: 2123
  uniform u: 0.0000
  stripes of 2 planes, u: -5.5761
  stripes of 4 planes, u: -5.7787
  stripes of 6 planes, u: -5.2442
Model: m = 5.0 muB, a = 0.5 nm
Energy unit / kB: 124.59 mK
Ground state: u, energy per dipole / kB (mK)
  sc: -2.6768, -333.5
  bcc: -4.1888, -521.9
  fcc: -8.3776, -1043.8
```
